# Parallel-mode capacitance of a ferroelectric film with series resistance: verification in Python

```python
"""
Result under test: a capacitance C in series with a resistance R, read by
a meter in parallel mode at angular frequency w, is reported as
    Cp = C / (1 + x^2),   x = w R C,
which is about 53 percent of C for 30 pF, 5 kilohm and 1 MHz.
Symbols: Y = Gp + j w Cp   measured admittance (parallel mode)
         Cs                capacitance reported in series mode
         D = Gp / (w Cp)   dissipation factor
         loss              loss tangent of the film itself
The circuit equation is integrated in time and the current is projected
on cosine and sine, which is what the meter does.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

C = 30e-12
R = 5e3
f = 1e6
w = 2 * np.pi * f


def simulate(cap, res, omega, film_conductance=0.0):
    """Steady-state phasors (current, film voltage) for a 1 V drive."""
    def rate(theta, v):
        current = (np.cos(theta) - v) / res
        return (current - film_conductance * v) / (omega * cap)

    start = 2 * np.pi * 10
    theta = start + 2 * np.pi * np.arange(400) / 400
    sol = solve_ivp(rate, (0, start + 2 * np.pi), [0.0], method="DOP853",
                    t_eval=theta, rtol=1e-10, atol=1e-12, max_step=0.1)
    assert sol.success
    v = sol.y[0]
    current = (np.cos(theta) - v) / res
    project = 2 * np.exp(-1j * theta) / len(theta)
    return np.sum(current * project), np.sum(v * project)


def parallel_c(Y, omega):
    return Y.imag / omega


def series_c(Y, omega):
    return -1 / (omega * (1 / Y).imag)


def terminal_admittance(omega, cap=C, lead=R, loss=0.0, leak=0.0,
                        spread=0.0, inductance=0.0, stray=0.0):
    """Admittance at the meter, with effects left out of the simple model."""
    y = leak + omega * cap * (loss + 1j)
    if spread > 0:
        u = np.sqrt(spread * y)
        z_film = spread / (u * np.tanh(u))
    else:
        z_film = 1 / y
    z = lead + 1j * omega * inductance + z_film
    return 1 / z + 1j * omega * stray


def ladder_impedance(total_res, y, sections=1000):
    """Edge-fed film on a resistive electrode, as a chain of small cells."""
    half = total_res / sections / 2
    Y = 0j
    for _ in range(sections):
        Y = Y / (1 + Y * half) + y / sections
        Y = Y / (1 + Y * half)
    return 1 / Y


# Main result, dissipation factor, film voltage and recovery of C and R
x = w * R * C
Cp = C / (1 + x**2)
Gp = w * C * x / (1 + x**2)
Y_sim, V_film = simulate(C, R, w)
Cp_sim = parallel_c(Y_sim, w)
D_sim = Y_sim.real / Y_sim.imag
assert abs(Cp_sim / Cp - 1) < 1e-6
assert abs(Y_sim.real / Gp - 1) < 1e-6
assert abs(D_sim / x - 1) < 1e-6
assert 0.525 < Cp_sim / C < 0.535
lag = np.arctan(x)
assert abs(abs(V_film) - np.cos(lag)) < 1e-6
assert abs(-np.angle(V_film) - lag) < 1e-6
assert abs(V_film.real - Cp_sim / C) < 1e-6
C_back = Cp_sim * (1 + D_sim**2)
R_back = D_sim / (w * C_back)
assert abs(C_back / C - 1) < 1e-6
assert abs(R_back / R - 1) < 1e-6
assert abs(series_c(Y_sim, w) / C - 1) < 1e-6

# Frequency at which the parallel reading is 1 percent low
r = 0.01
f_one = np.sqrt(r / (1 - r)) / (2 * np.pi * R * C)


def shortfall(freq):
    om = 2 * np.pi * freq
    return 1 - parallel_c(terminal_admittance(om), om) / C - r


assert abs(brentq(shortfall, 1e3, 1e6) / f_one - 1) < 1e-6

# Turning point of the reading as the true capacitance changes
best = minimize_scalar(
    lambda c: -parallel_c(terminal_admittance(w, cap=c * 1e-12), w) * 1e12,
    bounds=(5, 100), method="bounded", options={"xatol": 1e-7})
C_turn = 1 / (w * R)
Cp_max = 1 / (2 * w * R)
assert abs(best.x * 1e-12 / C_turn - 1) < 1e-4
assert abs(-best.fun * 1e-12 / Cp_max - 1) < 1e-8
C_high = 1.2 * C
Cp_high = parallel_c(simulate(C_high, R, w)[0], w)
assert Cp_high < Cp_sim
step = 0.001 * C
slope_num = (parallel_c(simulate(C + step, R, w)[0], w)
             - parallel_c(simulate(C - step, R, w)[0], w)) / (2 * step)
slope = (1 - x**2) / (1 + x**2)**2
assert abs(slope_num - slope) < 1e-5

# Film loss, tested in the time domain
loss = 0.02
Cp_loss = C / ((1 + x * loss)**2 + x**2)
Y_loss = simulate(C, R, w, film_conductance=w * C * loss)[0]
assert abs(parallel_c(Y_loss, w) / Cp_loss - 1) < 1e-6

# Rough device data: 10 nm hafnium-zirconium oxide between TiN electrodes
eps_r = 30.0
thickness = 10e-9
area = C * thickness / (epsilon_0 * eps_r)
tin_resistivity = 100e-8
tin_thickness = 10e-9
sheet = tin_resistivity / tin_thickness
squares = R / sheet
leak_density = 1e-6 * 1e4      # A/m2 at 1 V
leak = leak_density * area / 1.0
inductance = 1e-6
stray = 0.1e-12
temp_coeff = 1e-3
warming = 10.0
V_ac = 0.05
E_film = V_ac * abs(V_film) / thickness / 1e8   # MV/cm
E_coercive = 1.0
E_break = 4.0

# Resistance spread under the film, tested against the ladder
for spread in (sheet, R):
    y = 1j * w * C
    z_line = 1 / terminal_admittance(w, lead=0.0, spread=spread)
    assert abs(ladder_impedance(spread, y) / z_line - 1) < 1e-5
z_small = 1 / terminal_admittance(w, lead=0.0, spread=sheet)
assert abs(z_small.real / (sheet / 3) - 1) < 1e-3
Y_spread = terminal_admittance(w, lead=0.0, spread=R)
fraction_spread = parallel_c(Y_spread, w) / C

# Size of each neglected effect on the reading
warm_lead = R * (1 + temp_coeff * warming)
cases = {
    "film loss": dict(loss=loss),
    "leakage": dict(leak=leak),
    "resistance under film": dict(spread=sheet),
    "inductance": dict(inductance=inductance),
    "stray capacitance": dict(stray=stray),
    "lead warmed": dict(lead=warm_lead),
    "C raised by E/Ec": dict(cap=C * (1 + E_film / E_coercive)),
}
shift = {name: 100 * (parallel_c(terminal_admittance(w, **kw), w) / Cp - 1)
         for name, kw in cases.items()}
assert max(shift, key=lambda name: abs(shift[name])) == "film loss"
Y_all = terminal_admittance(w, lead=warm_lead, loss=loss, leak=leak,
                            spread=sheet, inductance=inductance,
                            stray=stray)
fraction_all = parallel_c(Y_all, w) / C
assert abs(fraction_all / (Cp / C) - 1) < 0.05

print(f"True capacitance C: {C*1e12:.1f} pF")
print(f"Series resistance R: {R/1e3:.1f} kilohm")
print(f"Frequency: {f/1e6:.1f} MHz")
print(f"Angular frequency: {w:.4e} rad/s")
print(f"Film reactance 1/(wC): {1/(w*C)/1e3:.3f} kilohm")
print(f"x = wRC: {x:.4f}; x squared: {x**2:.4f}")
print(f"Cp from formula: {Cp*1e12:.3f} pF")
print(f"Cp from time simulation: {Cp_sim*1e12:.3f} pF")
print(f"Cp/C: {100*Cp_sim/C:.2f} percent")
print(f"Gp: {Y_sim.real*1e6:.2f} microsiemens")
print(f"D from simulation: {D_sim:.4f}")
print(f"Film voltage / applied voltage: {abs(V_film):.4f}")
print(f"Lag of film voltage: {np.degrees(lag):.2f} degrees")
print(f"In-phase part of film voltage: {V_film.real:.4f}")
print(f"Recovered C: {C_back*1e12:.3f} pF")
print(f"Recovered R: {R_back/1e3:.3f} kilohm")
print(f"Series-mode reading: {series_c(Y_sim, w)*1e12:.3f} pF")
for freq in (1e4, 1e5, 1e6):
    om = 2 * np.pi * freq
    reading = parallel_c(terminal_admittance(om), om)
    print(f"Cp at {freq/1e3:.0f} kHz: {reading*1e12:.3f} pF")
print(f"Frequency for 1 percent error: {f_one/1e3:.1f} kHz")
print(f"C at maximum reading: {C_turn*1e12:.2f} pF")
print(f"Maximum reading: {Cp_max*1e12:.3f} pF")
print(f"Slope dCp/dC: {slope:.4f}")
print(f"C raised 20 percent: {C_high*1e12:.1f} pF")
print(f"Its parallel reading: {Cp_high*1e12:.3f} pF")
print(f"Film thickness (rough): {thickness*1e9:.0f} nm")
print(f"Relative permittivity (rough): {eps_r:.0f}")
print(f"False permittivity from Cp: {eps_r*Cp/C:.1f}")
print(f"Device area: {area*1e12:.0f} um2")
print(f"Side of square device: {np.sqrt(area)*1e6:.1f} um")
print(f"TiN resistivity (rough): {tin_resistivity*1e8:.0f} uohm cm")
print(f"TiN thickness: {tin_thickness*1e9:.0f} nm")
print(f"TiN sheet resistance: {sheet:.0f} ohm per square")
print(f"Lead length: {squares:.0f} squares")
print(f"Film loss tangent (rough): {loss:.2f}")
print(f"Leakage at 1 V (rough): {leak_density*1e-4:.0e} A/cm2")
print(f"Inductance: {inductance*1e6:.1f} uH")
print(f"Stray capacitance: {stray*1e12:.1f} pF")
print(f"Lead warming: {warming:.0f} K at {temp_coeff:.0e} per K")
print(f"Applied ac amplitude: {V_ac*1e3:.0f} mV")
print(f"Ac field in film: {E_film:.4f} MV/cm")
print(f"Coercive field Ec (rough): {E_coercive:.0f} MV/cm")
print(f"Breakdown field (rough): {E_break:.0f} MV/cm")
print(f"Ac field / breakdown field: {E_film/E_break:.4f}")
for name, value in shift.items():
    print(f"Cp shift, {name}: {value:+.2g} percent")
print(f"Cp/C, first six effects together: {100*fraction_all:.1f} percent")
print(f"Series reading, same six: {series_c(Y_all, w)*1e12:.2f} pF")
print(f"Cp/C if all R is under film: {100*fraction_spread:.1f} percent")
print("verified")
```

Running it gives:

```
True capacitance C: 30.0 pF
Series resistance R: 5.0 kilohm
Frequency: 1.0 MHz
Angular frequency: 6.2832e+06 rad/s
Film reactance 1/(wC): 5.305 kilohm
x = wRC: 0.9425; x squared: 0.8883
Cp from formula: 15.888 pF
Cp from time simulation: 15.888 pF
Cp/C: 52.96 percent
Gp: 94.08 microsiemens
D from simulation: 0.9425
Film voltage / applied voltage: 0.7277
Lag of film voltage: 43.30 degrees
In-phase part of film voltage: 0.5296
Recovered C: 30.000 pF
Recovered R: 5.000 kilohm
Series-mode reading: 30.000 pF
Cp at 10 kHz: 29.997 pF
Cp at 100 kHz: 29.736 pF
Cp at 1000 kHz: 15.888 pF
Frequency for 1 percent error: 106.6 kHz
C at maximum reading: 31.83 pF
Maximum reading: 15.915 pF
Slope dCp/dC: 0.0313
C raised 20 percent: 36.0 pF
Its parallel reading: 15.796 pF
Film thickness (rough): 10 nm
Relative permittivity (rough): 30
False permittivity from Cp: 15.9
Device area: 1129 um2
Side of square device: 33.6 um
TiN resistivity (rough): 100 uohm cm
TiN thickness: 10 nm
TiN sheet resistance: 100 ohm per square
Lead length: 50 squares
Film loss tangent (rough): 0.02
Leakage at 1 V (rough): 1e-06 A/cm2
Inductance: 1.0 uH
Stray capacitance: 0.1 pF
Lead warming: 10 K at 1e-03 per K
Applied ac amplitude: 50 mV
Ac field in film: 0.0364 MV/cm
Coercive field Ec (rough): 1 MV/cm
Breakdown field (rough): 4 MV/cm
Ac field / breakdown field: 0.0091
Cp shift, film loss: -2 percent
Cp shift, leakage: -6e-06 percent
Cp shift, resistance under film: -0.63 percent
Cp shift, inductance: +0.0069 percent
Cp shift, stray capacitance: +0.63 percent
Cp shift, lead warmed: -0.94 percent
Cp shift, C raised by E/Ec: +0.15 percent
Cp/C, first six effects together: 51.4 percent
Series reading, same six: 30.05 pF
Cp/C if all R is under film: 89.7 percent
verified
```
